\section*{Why spin-orbit coupling cants collinear moments unless symmetry forbids it}

\section{A collinear answer that is not a solution}

Suppose a magnet with spin-orbit coupling is calculated with all moments held along one axis. The iteration converges, the moments have sensible lengths, and nothing warns of trouble. Yet the energy may not be stationary: it may fall in proportion to the angle when the moments are tilted. The state is then a solution of the constrained problem alone, and its net moment, perhaps zero, may be wrong.

Sandratskii's principle tells when this happens. Consider a collinear pattern and all symmetry operations that leave it unchanged. If every moment arrangement sharing those symmetries is collinear along the same axis, there is no transverse torque. If some such arrangement is canted, symmetry does not remove the linear term in the canting angle, which is then generically nonzero. ``Generically'' allows for accidental zeros, and absence of torque means a stationary state, not necessarily a minimum.

\section{A cluster and its mean field}

Two sites lie on the $x$ axis, each with three $p$ orbitals and one electron. The lowest orbital points along $\mathbf n_1=(\cos\alpha,\sin\alpha,0)$ on site 1 and $\mathbf n_2=(\cos\alpha,-\sin\alpha,0)$ on site 2. Its level is zero; the other in-plane orbital lies at $\Delta_e=1$ eV and $p_z$ at $\Delta_z=3$ eV. Hopping is $0.6$ eV between the $p_x$ orbitals and $-0.15$ eV between the $p_y$ and between the $p_z$ orbitals. These are round model parameters. With $\mathbf L$ in units of $\hbar$, spin-orbit coupling adds $\xi\,\mathbf L\cdot\boldsymbol\sigma/2$ on each site, with $\xi=0.1$ eV.

Let $\mathbf m_i=\langle\boldsymbol\sigma_i\rangle$ be the spin moment in $\mu_B$; the minus sign due to the electron's charge is dropped for spin and orbital moments alike. For a determinant $\Psi$ the mean-field energy is
\begin{equation}
E[\Psi]=\langle h_0\rangle-\frac I4\sum_i\mathbf m_i^2,\qquad I=3\ \text{eV},
\end{equation}
where $h_0$ contains all one-electron terms. We keep to states with equal site charges, for which an on-site charge repulsion would add a constant. The restriction matters: without such a repulsion this energy also has solutions with both electrons almost entirely on one site, about $0.43$ eV below the states discussed here.

Introduce trial exchange fields $\mathbf b_i$, and let $\Psi_b$ fill the two lowest levels of $H(b)=h_0-(I/2)\sum_i\mathbf b_i\cdot\boldsymbol\sigma_i$. Define
\begin{equation}
F[b]=\sum_{\rm occ}\varepsilon+\frac I4\sum_i\mathbf b_i^2 .
\end{equation}
The derivative of the occupied level sum is the expectation value of $\partial H/\partial\mathbf b_i$, so
\begin{equation}
\frac{\partial F}{\partial\mathbf b_i}=\frac I2(\mathbf b_i-\mathbf m_i[b]).
\label{grad}
\end{equation}
Stationary points are self-consistent states, $\mathbf b_i=\mathbf m_i$. Writing out the level sum also gives
\begin{equation}
F[b]=\langle h_0\rangle-\frac I2\sum_i\mathbf b_i\cdot\mathbf m_i+\frac I4\sum_i\mathbf b_i^2
=E[\Psi_b]+\frac I4\sum_i(\mathbf m_i-\mathbf b_i)^2 .
\end{equation}
Now use the output $m$ as the next field. Since $\Psi_b$ is a trial state for $H(m)$,
\begin{equation}
F[m]\le\langle h_0\rangle-\frac I2\sum_i\mathbf m_i^2+\frac I4\sum_i\mathbf m_i^2=E[\Psi_b]\le F[b].
\end{equation}
The iteration $b\to m[b]$ therefore never raises $F$.

\section{What symmetry fixes}

With spin-orbit coupling, a spatial operation $R$ must act on positions, orbitals and spins together. Moments are axial vectors and change sign under time reversal. If $R$ takes site $i$ to site $j$, then
\begin{equation}
(g\mathbf m)_j=\tau\,\det(R)\,R\,\mathbf m_i,\qquad \tau=\pm1,
\end{equation}
with $\tau=-1$ when time reversal is included. For a symmetry of $h_0$, the operation turns $H(b)$ into $H(gb)$ without changing its levels. Hence $F[gb]=F[b]$ and, if a gap makes $\Psi_b$ unique, $m[gb]=g\,m[b]$.

Let the field be a collinear pattern $p$, and let $G_p$ contain the operations with $gp=p$. Then $m[p]=g\,m[p]$ for each of them, and averaging gives
\begin{equation}
m[p]=P\,m[p],\qquad P=\frac1{|G_p|}\sum_{g\in G_p}g .
\end{equation}
If $P$ admits no transverse component, the output is collinear. The next field has the same symmetries, so the argument repeats at every iteration. If $P$ admits a transverse component, nothing sets it to zero.

For the tilted dimer, take antiparallel moments along $x$. The twofold rotation about $y$ exchanges the sites and requires $\mathbf m_2=(-m_{1x},m_{1y},-m_{1z})$. Reflection $z\to-z$ combined with time reversal requires $m_{iz}=0$. What remains is
\begin{equation}
\mathbf m_1=(a,c,0),\qquad \mathbf m_2=(-a,c,0),
\end{equation}
so a common component $c$ is allowed. For moments along $z$, the reflection without time reversal preserves the pattern and forces $m_{ix}=m_{iy}=0$: canting is forbidden. At $\alpha=0$ there is also inversion, which exchanges the sites without turning their moments. Combined with time reversal it requires $\mathbf m_2=-\mathbf m_1$, hence $c=-c=0$.

This classification was tested for parallel and antiparallel patterns along all three axes, at $\alpha=0$ and $25^\circ$. The transverse response is of order $10^{-3}\,\mu_B$ where canting is allowed and at rounding level where it is forbidden. Parallel patterns along $x$ and $y$ also acquire transverse moments in the tilted dimer, so the principle is not confined to antiferromagnets. Here, however, the torque does not end in a small canting: the parallel arrangement is unstable, and free iteration carries it to the canted antiparallel state along the other in-plane axis.

Without spin-orbit coupling, spins can be rotated independently of the orbitals. A half-turn of all spins about the common axis leaves $H$ unchanged but reverses every transverse moment. The torque then vanishes whatever the geometry.

\section{The linear torque and its origin}

Tilt both fields of the $x$ pattern towards $+y$:
\begin{equation}
\mathbf b_1=b(\cos\theta,\sin\theta,0),\qquad
\mathbf b_2=b(-\cos\theta,\sin\theta,0).
\end{equation}
At $\theta=0$ both derivatives $\partial\mathbf b_i/\partial\theta$ equal $b\hat{\mathbf y}$. Equation (\ref{grad}), with $b_{iy}=0$, gives
\begin{equation}
F'(0)=-\frac{Ib}{2}(m_{1y}+m_{2y}).
\end{equation}
A transverse moment produced by a collinear field is thus the linear torque, up to a factor.

To find its first-order part in $\xi$, write the perturbation as $\theta A+\xi B$, where $A=-(Ib/2)(\sigma_{1y}+\sigma_{2y})$ and $B=\sum_i\mathbf L_i\cdot\boldsymbol\sigma_i/2$. Second-order perturbation theory changes the occupied level sum by
$\sum_{o,u}|\langle u|\theta A+\xi B|o\rangle|^2/(\varepsilon_o-\varepsilon_u)$, with $o$ occupied and $u$ empty. Its cross term gives
\begin{equation}
\left.\frac{\partial^2F}{\partial\theta\,\partial\xi}\right|_0
=\sum_{o,u}\frac{2\,{\rm Re}\,\langle o|A|u\rangle\langle u|B|o\rangle}{\varepsilon_o-\varepsilon_u}.
\end{equation}
At $\xi=0$ the orbitals are real and the spins point along $\pm x$. The operator $A$ flips spin, so $L_x\sigma_x$, which does not, drops out. For $L_y\sigma_y$ the spin factor is $\sigma_y\sigma_y=1$, while the matrix element of $L_y$ is imaginary, so the real part vanishes. For $L_z\sigma_z$ the spin factor is $\langle\sigma_y\sigma_z\rangle=i\langle\sigma_x\rangle$, and two imaginary factors give a real result.

The surviving term has the Dzyaloshinskii--Moriya form. For unit vectors $\mathbf e_i$ along the fields, $(\mathbf e_1\times\mathbf e_2)_z=2\sin\theta\cos\theta=\sin2\theta$, so an energy $D(\mathbf e_1\times\mathbf e_2)_z$ has slope $2D$. The computed coefficient, $-0.05923$ per radian, gives $2D=-0.05923\times100=-5.92$ meV/rad, or $D\approx-2.96$ meV. This is the value near antiparallel alignment. $D$ still depends on the angle between the fields: at fixed field length the first-order energy divided by $\sin2\theta$ is $-3.63$ meV at $\theta=45^\circ$.

A second mechanism survives without hopping. On site 1 let the field make the angle $\beta=\theta-\alpha$ with $\mathbf n_1$, and let $e$ denote the in-plane direction perpendicular to $\mathbf n_1$. From $L_n|n\rangle=0$, $L_e|n\rangle=-i|z\rangle$ and $L_z|n\rangle=i|e\rangle$, spin-orbit coupling mixes in $|z\rangle$ with $\sigma_e$ and $|e\rangle$ with $\sigma_z$. The operator $\sigma_e$ preserves the spin with weight $\sin^2\beta$ and flips it with weight $\cos^2\beta$; $\sigma_z$ flips it. A flip costs an extra $Ib$, so
\begin{equation}
\delta E_1=-\frac{\xi^2}{4}\left[\frac{\sin^2\beta}{\Delta_z}+\frac{\cos^2\beta}{\Delta_z+Ib}+\frac1{\Delta_e+Ib}\right].
\end{equation}
Differentiate, set $\beta=-\alpha$, and double the result, since the rotation about $y$ makes site 2 contribute equally:
\begin{align}
F'_{\rm loc}(0)&=\frac{\xi^2}{2}\sin2\alpha\left[\frac1{\Delta_z}-\frac1{\Delta_z+Ib}\right]\nonumber\\
&=\frac{\xi^2}{2}\sin2\alpha\,\frac{Ib}{\Delta_z(\Delta_z+Ib)} .
\end{align}
For $\alpha=25^\circ$ and $b=0.932$ this is $+0.62$ meV/rad; diagonalization without hopping gives $+0.63$. This anisotropy is a product of the mean field, in which the electron feels an exchange field made by its own moment. An isolated one-electron site has a Kramers doublet and no such preference. The term still shows that symmetry permits a torque without selecting its mechanism.

With hopping and spin-orbit coupling both present, the slope is $-5.52$ meV/rad. It differs from the first-order value by $+0.40$ meV/rad, which has the sign of the local term but not its size, so hopping matters in the higher orders too. Contributions of opposite sign also show how an accidental zero could arise.

\section{From torque to canting}

Near the collinear state, $F\simeq F_0+F'\theta+\frac12F''\theta^2$. Setting the derivative to zero gives $\theta=-F'/F''$, and substitution gives the energy gain $F'^2/(2F'')$. With $F''=269.4$ meV/rad$^2$,
\begin{align}
\theta&\simeq\frac{5.523}{269.4}=0.0205\ \text{rad}=1.17^\circ,\\
F_0-F_{\min}&\simeq\frac{(5.523)^2}{2\times269.4}=0.0566\ \text{meV}.
\end{align}
Free self-consistency and direct minimization over the two symmetry-allowed components, $a$ and $c$, both give $1.17^\circ$. The net spin moment is $0.038\,\mu_B$ along $+y$, and the net orbital moment is $0.021\,\mu_B$ in the same direction. Reversing $\alpha$ reverses the net spin moment, as a half-turn about $x$ requires: it turns $\alpha$ into $-\alpha$, keeps the $x$ components and reverses the $y$ components.

The approach is slow. For small angles the gradient along $\theta$ is $F'+F''\theta_k=Ib^2(\theta_k-\theta_{k+1})$, so
\begin{equation}
\theta_{k+1}=\theta_k-\frac{F'+F''\theta_k}{Ib^2}.
\end{equation}
The remaining error shrinks by $1-F''/(Ib^2)=1-0.2694/2.604=0.897$ per iteration. Starting from zero, this predicts $0.12^\circ$ after one step and $0.78^\circ$ after ten, as found. A loose convergence criterion could therefore stop the calculation well short of the final angle.

Antiparallel moments along $y$ cant by $1.36^\circ$ towards $-x$. The sign follows from the cross product: for a tilt $\theta$ towards $+x$ it is $-\sin2\theta$, so the same negative $D$ favours $\theta<0$. For this state the field on site 1 has $\beta=\pi/2-\alpha-\theta$, so $d\delta E_1/d\theta=-d\delta E_1/d\beta$ is positive at $\theta=0$, as is the slope $-2D$. The local term thus opposes the canting of the $x$ state but assists that of the $y$ state, consistent with the larger angle here.

\section{Stationary does not mean stable}

The $z$ state remains collinear and is the lowest of the three antiparallel solutions: the canted $x$ and $y$ states lie $3.0$ and $2.5$ meV above it. Canting lowers the $x$ state relative to its collinear constraint, but it does not make $x$ the preferred axis. Both canted states are in fact saddle points: over all six field components the curvature matrix of $F$ has two negative eigenvalues at the $x$ state, one at the $y$ state and none at the $z$ state. Iteration reaches the canted states because it keeps the symmetry of the starting pattern.

The untilted dimer separates the two questions. Its $x$ state has no torque, yet rotating both moments rigidly towards $z$ gives a curvature of $-5.9$ meV/rad$^2$. Because $E[\Psi_b]\le F[b]$, the falling $F$ implies determinants of lower energy. An iteration begun precisely along $x$ has no symmetry-allowed first step in that direction, so only rounding errors can start the fall. They grow so slowly that the usual convergence test is met first; a deliberate tilt reveals the instability, provided the convergence criterion is tight enough not to stop its slow growth. Symmetry decides whether a linear torque may exist; curvatures and comparisons between solutions decide whether a torque-free state is preferred.

\section*{Table of computed values}
\begin{verbatim}
hopping sigma, pi: 0.6, -0.15 eV
levels: 0, 1.0, 3.0 eV; I = 3.0 eV; xi = 0.1 eV
tilt alpha = 25.0 deg
tilt 0 deg: 16 operations (time reversal included)
  antiparallel x: allowed cantings 0, transverse response 2.76e-16 mu_B
  antiparallel y: allowed cantings 0, transverse response 4.01e-16 mu_B
  antiparallel z: allowed cantings 0, transverse response 1.34e-16 mu_B
  parallel x: allowed cantings 0, transverse response 6.51e-16 mu_B
  parallel y: allowed cantings 0, transverse response 6.42e-16 mu_B
  parallel z: allowed cantings 0, transverse response 1.64e-16 mu_B
tilt 25 deg: 8 operations (time reversal included)
  antiparallel x: allowed cantings 1, transverse response 2.41e-03 mu_B
  antiparallel y: allowed cantings 1, transverse response 2.88e-03 mu_B
  antiparallel z: allowed cantings 0, transverse response 6.38e-17 mu_B
  parallel x: allowed cantings 1, transverse response 4.18e-03 mu_B
  parallel y: allowed cantings 1, transverse response 3.41e-03 mu_B
  parallel z: allowed cantings 0, transverse response 3.43e-17 mu_B
constrained collinear x moment: 0.93175 mu_B
slope F' = -5.5234 meV/rad, curvature F'' = 269.430 meV/rad^2
dF'/dxi from L_x, L_y, L_z parts: 0.00000, 0.00000, -0.05923 per rad
dF'/dxi by finite differences: -0.05923 per rad
first-order slope at this xi: -5.9227 meV/rad
slope ratio xi=0.02 to xi=0.01 eV: 1.9866
no-hopping slope at xi=0.1 eV: 0.6320 meV/rad (formula 0.6158)
canting after 1 iterations: 0.1215 deg
canting after 10 iterations: 0.7804 deg
canting after 50 iterations: 1.1694 deg
converged canting: 1.1744 deg (201 iterations)
canting by direct minimization: 1.1744 deg
canting from -F'/F'': 1.1746 deg
energy gain: 56.610 micro-eV, F'^2/(2F'') = 56.617 micro-eV
x state: site-1 spin moment (0.93153, 0.01910) mu_B
x state: net y moment, spin 0.03819, orbital 0.02136 mu_B
reversed tilt: net y spin moment -0.03819 mu_B
y state: canting towards +x -1.3622 deg, net x spin moment -0.04430 mu_B
z state: collinear, site-1 spin moment 0.93234 mu_B
energy relative to z state: x 3.0125, y 2.4875 meV
untilted x state: curvature for rotation to z -5.9006 meV/rad^2
\end{verbatim}
